# How often electrons meet the surfaces of a thin metal film

**Question.** In a certain metal an electron travels 39 nm on average between bulk collisions. The metal is made into a flat film 10 nm thick. If the electrons move isotropically, how many times does an electron meet a surface of the film per bulk collision, and how does that number change with thickness, mean free path and the finish of the surfaces?

**Answer.** The ratio of the two lengths, 39/10 = 3.9, would be the answer if every electron moved straight across the film. Most move obliquely and some almost parallel to the surfaces, so the count must be smaller. Finding it takes an average over directions, and some care about which quantity is averaged.

### The model and the count

Let the film fill the region between two parallel planes a distance \(d\) apart, with the \(z\) axis normal to them. All electrons that matter have the same speed \(v\), as in a free-electron metal, where those at the Fermi surface carry the current. They fill the film uniformly and their directions are isotropic. Bulk collisions occur at the rate \(v/\lambda\), the same at every position and for every direction, and each gives the electron a random new direction. The length \(\lambda\) is the mean free path of the bulk metal; it is not shortened to allow for the surfaces, which are counted separately.

A surface encounter is any arrival at either face, whatever happens next. The quantity sought is

\[
N=\frac{\text{mean rate of surface encounters}}{\text{mean rate of bulk collisions}} .
\]

Write \(v_z=v\mu\), where \(\mu\) is the cosine of the angle between the velocity and the normal. A ring of directions between polar angles \(\theta\) and \(\theta+d\theta\) covers the solid angle \(2\pi\sin\theta\,d\theta\), which equals \(2\pi\,|d\mu|\). Equal steps in \(\mu\) therefore hold equal numbers of electrons, and \(\mu\) is uniformly distributed between −1 and 1. Its mean magnitude is

\[
\langle|\mu|\rangle=\frac12\int_{-1}^{1}|\mu|\,d\mu=\int_0^1\mu\,d\mu=\frac12 .
\]

Now take the electrons with a given \(|\mu|\) and a short time \(dt\). Those that reach a face during \(dt\) are the ones already within a distance \(v|\mu|\,dt\) of the face they are approaching. Since the electrons fill the thickness uniformly, this is a fraction \(v|\mu|\,dt/d\) of them. The encounter rate per electron is thus \(v|\mu|/d\), and its average over directions is

\[
\left\langle\frac{v|\mu|}{d}\right\rangle=\frac{v}{2d}.
\]

Dividing by the bulk rate removes the speed:

\[
N=\frac{v/(2d)}{v/\lambda}=\frac{\lambda}{2d}.
\]

For the film in question,

\[
N=\frac{39\ \text{nm}}{2\times10\ \text{nm}}=1.95 .
\]

An electron meets the surfaces about twice per bulk collision.

The flux on the walls gives the same rate. With \(n\) electrons per unit volume, the number striking one face per unit area and time is

\[
n\int_0^1 v\mu\,\frac{d\mu}{2}=\frac{nv}{4},
\]

where the factor 1/2 is the probability density of \(\mu\). The two faces together receive \(nv/2\). A unit area of film contains \(nd\) electrons, so each meets a face at the rate \((nv/2)/(nd)=v/(2d)\).

### Why rates are averaged, not crossing times

An electron with direction \(\mu\) needs a time \(d/(v|\mu|)\) to cross the film. Averaging this time over isotropic directions gives \((d/v)\int_0^1 d\mu/\mu\), which diverges because of the electrons moving nearly parallel to the surfaces. That average gives each direction equal weight, whereas an electron with small \(|\mu|\) makes few crossings in a given time.

To find the mean time per crossing with bulk collisions switched off, each direction must be weighted by its crossing rate, which is proportional to \(\mu\). The normalized weight on \(0<\mu<1\) is \(2\mu\), and

\[
\int_0^1 2\mu\,\frac{d}{v\mu}\,d\mu=\frac{2d}{v}.
\]

This is the inverse of the mean rate found above. The mean path between surface encounters is \(2d=20\) nm, twice the thickness.

For a free-electron estimate of the times involved, take copper's rough electron density, \(8.5\times10^{22}\ \text{cm}^{-3}\). The free-electron relation \(k_F=(3\pi^2n)^{1/3}\) gives a Fermi wavenumber of 13.6 nm⁻¹, and \(v=\hbar k_F/m\) gives about 1.6 nm/fs. Dividing 39 nm and 20 nm by this speed gives a mean time of about 25 fs between bulk collisions and about 13 fs between surface encounters. Copper's real Fermi speeds average nearer 1.1 nm/fs, so its actual times are longer; their ratio, the count, does not depend on the speed.

### Does the finish of the surface matter?

The count rests on a uniform, isotropic population, so the surfaces must not disturb it. A smooth surface reflects specularly: \(\mu\) becomes \(-\mu\), and \(|\mu|\) is unchanged. A rough surface that scatters diffusely sends electrons out in directions unrelated to their arrival. In an isotropic population the arrivals are distributed in \(\mu\) with density \(2\mu\), because fast approach means frequent arrival. If the departures have the same density \(2\mu\), known as the cosine law, each direction loses and gains equally and the population stays isotropic. The condition applies to all departures together. Specular surfaces meet it, and so do diffuse surfaces that follow the cosine law. A mixed surface also meets it if the specular fraction is the same at every angle and the diffuse part follows the cosine law. The count is the same in all three cases. On real rough surfaces the specular fraction depends on angle. The diffuse part then departs from the cosine law by just enough that the total follows it, because a surface cannot disturb a population in equilibrium (detailed balance), and the count is again unchanged.

Following simulated electrons through random flights confirms this. For \(d=10\) nm the counts are 1.950 for specular surfaces, 1.950 when half the reflections are specular, and 1.949 for diffuse ones.

Emission uniform in solid angle breaks the condition. It is a test case rather than a possible surface, since it would drive a film in equilibrium away from isotropy. The departures then have density 1 in \(\mu\) instead of \(2\mu\), which puts too many electrons into grazing directions. The chance of reaching the opposite face before a bulk collision is \(e^{-d/(\lambda\mu)}\), which is smallest for grazing departure, so fewer electrons go straight on to a second encounter. The population is no longer uniform and isotropic, and the simulated count falls to 1.43.

### The spread behind the mean

An average of 1.95 does not mean that each flight between bulk collisions has two encounters. To find the fraction \(P_0\) with none, define \(\kappa=d/\lambda\), here 0.2564. Bulk collisions happen at the same rate everywhere, so flights start uniformly across the film and in random directions. A flight that starts at a distance \(s\) from the face ahead must travel \(s/\mu\) to reach it (with \(\mu\) now the magnitude), and it survives that far with probability \(e^{-s/(\lambda\mu)}\). The average over starting points is

\[
\frac1d\int_0^d e^{-s/(\lambda\mu)}\,ds=\frac{\mu}{\kappa}\left(1-e^{-\kappa/\mu}\right).
\]

Averaging over \(\mu\) from 0 to 1 gives the chance of at least one encounter:

\[
1-P_0=\frac1\kappa\left[\frac12-\int_0^1\mu\,e^{-\kappa/\mu}\,d\mu\right]
=\frac1\kappa\left[\frac12-E_3(\kappa)\right].
\]

The last step substitutes \(t=1/\mu\), so that \(d\mu=-dt/t^2\), and uses the definition of the exponential integral, \(E_n(\kappa)=\int_1^\infty t^{-n}e^{-\kappa t}\,dt\). For this film \(P_0=0.303\): about 30% of flights meet no surface. The result holds for either kind of surface, since it concerns the path up to the first encounter. The remaining 70% have on average \(1.95/0.697\approx2.8\) encounters each.

For diffuse surfaces the mean can be rebuilt from these probabilities. An electron leaving a face by the cosine law reaches the other face with probability

\[
q=\int_0^1 2\mu\,e^{-\kappa/\mu}\,d\mu=2E_3(\kappa),
\]

which is 0.643 here. Each further encounter has the same probability \(q\), because diffuse scattering erases the earlier direction. The mean number per flight is a geometric series:

\[
N=(1-P_0)(1+q+q^2+\dots)=\frac{1-P_0}{1-q}.
\]

Since \(1-P_0=[1-2E_3(\kappa)]/(2\kappa)\) and \(1-q=1-2E_3(\kappa)\), the quotient is \(1/(2\kappa)=\lambda/(2d)\), as before. In numbers, \(0.697/0.357=1.95\).

### How the count scales

The count is proportional to \(\lambda\) and inversely proportional to \(d\). It equals one at \(d=\lambda/2\), which is 19.5 nm for this metal. At 80 nm, with \(\lambda\) held at 39 nm, it is \(39/160=0.244\), and the simulation with diffuse surfaces also gives 0.244.

The meaning of the number changes along the way. In a thick film, \(\kappa\gg1\), \(E_3(\kappa)\) is negligible and \(1-P_0\approx1/(2\kappa)=N\). The count is then nearly the fraction of flights that touch a surface, and repeated encounters in one flight are rare. In a very thin film \(E_3(\kappa)\approx\frac12-\kappa\), so \(1-P_0\) approaches one: nearly every flight touches a surface, and \(N\) counts repeated encounters.

A long wire of rectangular section, width \(w\) and height \(h\), has two pairs of faces. The argument for one pair applies to each, with encounter rates \(v/(2w)\) and \(v/(2h)\), so

\[
N_{\text{wire}}=\frac{\lambda}{2}\left(\frac1w+\frac1h\right).
\]

A wire 10 nm on each side gives 3.9 encounters per bulk collision, twice the value for the film.

### What the count says about resistance

Two encounters per bulk collision do not by themselves fix the resistivity. Specular reflection from flat parallel faces leaves the velocity along the film unchanged, so in this model it adds no resistance, although \(N\) is still 1.95. Diffuse scattering does add resistance, but the electrons that carry most of the current meet the surfaces less often than average.

Let the field point along \(x\), in the plane of the film. As long as diffuse surface scattering is a small correction, the field shifts the occupation of each direction in proportion to \(v_x\), and each electron contributes \(v_x\) to the current, so directions count with weight \(v_x^2\). At fixed \(\mu\), the average of \(v_x^2\) around the normal is \(v^2(1-\mu^2)/2\). The weighted mean of \(|\mu|\) is

\[
\frac{\int_0^1\mu(1-\mu^2)\,d\mu}{\int_0^1(1-\mu^2)\,d\mu}=\frac{1/2-1/4}{1-1/3}=\frac38 .
\]

With this weight the current-weighted count is \(3\lambda/(8d)\), which is 1.46 at 10 nm. The weight holds for specular surfaces or thick films. In a fully diffuse 10 nm film the current shifts further toward grazing directions, and the weighted mean of \(|\mu|\) drops to about 0.25.

For fully diffuse surfaces the conductivity follows from how long an electron has been gaining drift since its last randomizing event. Let \(\tau=\lambda/v\). In the bulk the mean time is \(\int_0^\infty e^{-t/\tau}dt=\tau\). In the film, an electron at a distance \(s\) from the face behind it left that face a time \(T=s/(v\mu)\) ago if it has had no bulk collision since. Its last randomizing event therefore lies at most \(T\) in the past, so the integral stops at \(T\) and gives \(\tau(1-e^{-s/(\lambda\mu)})\). Averaging over \(s\) as before, and over \(\mu\) with the normalized weight \(\frac32(1-\mu^2)\), yields

\[
\frac{\sigma}{\sigma_0}=1-\frac{3}{2\kappa}\int_0^1(\mu-\mu^3)\left(1-e^{-\kappa/\mu}\right)d\mu
=1-\frac{3}{2\kappa}\left[\frac14-E_3(\kappa)+E_5(\kappa)\right],
\]

where \(\sigma_0\) is the bulk conductivity. This is the Fuchs–Sondheimer result for diffuse surfaces. For \(\kappa\gg1\) the exponential integrals vanish and \(\sigma/\sigma_0\approx1-3\lambda/(8d)\), so the resistivity ratio is \(\rho/\rho_0\approx1+3\lambda/(8d)\). The added term is the current-weighted count.

At 10 nm the film is not thick in this sense. The thick-film expression gives 2.46. The full formula gives \(\sigma/\sigma_0=0.372\), or a resistivity ratio of 2.69, so the simpler expression is about 8% below it. Adding the unweighted count to one would give 2.95, about 10% above it.

### Beside real copper

A mean free path of 39 nm is a rough room-temperature value for copper, and dimensions near 10 nm are of interest for copper interconnects. The model assumes that nothing but bulk collisions and surfaces scatters the electrons. In a polycrystalline film the boundaries between grains scatter them too. For upright square grains of side 10 nm, the wire argument gives 3.9 boundary encounters per bulk collision. With a rough reflection probability of 0.3, \(0.3\times3.9=1.17\) of them are reflections. Mirror reflection from an upright boundary does not change \(|\mu|\), so \(N\) remains 1.95 per bulk collision. If these reflections are counted together with the bulk collisions, however, the surface count per event falls to \(1.95/2.17\approx0.9\).

Temperature enters through \(\lambda\). If phonons alone limit it, the Bloch–Grüneisen law with a rough Debye temperature of 340 K shortens it from 39 nm at 300 K to about 30 nm at 378 K. At fixed thickness the count falls to about 1.5. The surfaces are met as often as before; bulk collisions have become more frequent.

Two further corrections concern the electron states. Confinement allows the transverse wavenumbers \(k_z=j\pi/d\), with \(j=1,2,\dots\), if the walls are hard. With the bulk \(k_F\) retained, 43 subbands are occupied. Each contributes equally to the density of states at the Fermi level, so the integral for \(\langle|\mu|\rangle\) becomes a plain mean over subbands:

\[
\langle|\mu|\rangle=\frac1{43}\sum_{j=1}^{43}\frac{j\pi}{k_Fd}=\frac{22\pi}{k_Fd}=0.508 .
\]

The count becomes 1.98, a rise of less than 2% at this thickness. The rise oscillates between zero and about 2.3% as subbands enter with small changes of \(d\), and holding the density fixed instead of \(k_F\) gives 0.505 in place of 0.508.

Copper's Fermi surface is also not a sphere. A half-filled fcc band with nearest-neighbour hopping, whose Fermi surface has necks as copper's does, shows how such a shape can change the count. It is not copper's actual band: its necks are about half again as wide as copper's, so it overstates the spread, and the sign of the (111) shift need not carry over. With one relaxation time for all states and \(\lambda\) defined as mean speed times that time, held at 39 nm, the count is 1.72 for a film with a (001) surface (1.728 on the mesh used in the output, 1.724 on finer meshes) and 2.07 for a (111) surface. These lie 12% below and 6% above the isotropic value.

"About twice" is therefore as fine a statement as the model supports for copper near room temperature, with bulk collisions as the unit of comparison. The numerical output below lists most of the values used here.

## Computed results

```
bulk mean free path: 39.0 nm
film thickness: 10.0 nm
thickness / mean free path: 0.2564
mean |mu|, random directions: 0.5000
mean path between surface hits, 2d: 20.0 nm
surface hits per bulk collision, formula: 1.950
  simulated, specular fraction 1.0: 1.950 ; flights with no hit 0.303
  simulated, specular fraction 0.5: 1.950 ; flights with no hit 0.303
  simulated, specular fraction 0.0: 1.949 ; flights with no hit 0.304
flights with no hit, formula: 0.303
chance to reach next wall after diffuse hit: 0.643
thicker film: 80.0 nm
  hits, formula: 0.244
  hits, simulated: 0.244
hits if emission is uniform in solid angle: 1.431
current-weighted mean |mu|: 0.3751
current-weighted hits per bulk collision: 1.462
resistivity ratio, thick-film formula: 2.462
conductivity ratio, full diffuse formula: 0.3723
conductivity ratio, direct quadrature: 0.3723
resistivity ratio, full diffuse formula: 2.686
electron density (rough, copper): 8.50e+22 cm^-3
Fermi wavenumber: 13.60 nm^-1
Fermi speed: 1.575 nm/fs
mean time between bulk collisions: 24.8 fs
mean time between surface hits: 12.7 fs
grain side (rough): 10.0 nm
grain crossings per bulk collision, formula: 3.90
grain crossings per bulk collision, simulated: 3.90
boundary reflection probability (rough): 0.30
grain reflections per bulk collision: 1.17
Debye temperature (rough, copper): 340 K
room and working temperature: 300 K, 378 K
mean free path at working temperature: 30.2 nm
hits at working temperature: 1.51
occupied subbands: 43
mean |mu| with subbands: 0.5081
hits with subbands: 1.982
fcc model Fermi level: 0.916 t ; L point: -0.000 t
fcc model |v_n|/|v|, (001) film: 0.4430
fcc model |v_n|/|v|, (111) film: 0.5298
fcc model hits, (001) film: 1.728
fcc model hits, (111) film: 2.066
```
